# Quantum Capacitance of One Wire Subband: Peak Height and Temperature, part 2

How does the quantum-capacitance peak of a long, uniform wire change with temperature \(T\), and what alters it in a thin III-V wire? The ideal case has independent electrons in one parabolic subband with a sharp edge \(E_1\), mass \(m\) along the wire and degeneracy \(g\) (spin times valley):
\[
E(k)=E_1+\frac{\hbar^2k^2}{2m}.
\]
Here \(k\) is the wavevector along the wire, \(\mu\) the chemical potential, \(n\) the number of electrons per length and \(e>0\) the elementary charge. With \(\varepsilon=E-E_1\), the density of states per length is
\[
D(\varepsilon)=\frac{g}{\pi\hbar}\sqrt{\frac{m}{2\varepsilon}}
\]
above the edge and zero below it. The quantum capacitance per length is
\[
C_Q=e^2\left(\frac{\partial n}{\partial\mu}\right)_{T,E_1}.
\]
With \(\eta=(\mu-E_1)/k_BT\), \(x=\varepsilon/k_BT\), \(\lambda=\sqrt{2\pi\hbar^2/(mk_BT)}\) and \(K(y)=1/[4\cosh^2(y/2)]\), it was proved that
\[
C_Q=\frac{e^2g}{\lambda k_BT}F(\eta),\qquad
F(\eta)=\frac1{\sqrt\pi}\int_0^\infty x^{-1/2}K(x-\eta)dx.
\]
In the dilute limit \(\eta\to-\infty\), \(F(\eta)/e^\eta\to1\). The theorem states that \(F\) has a single maximum, found numerically to be \(F(\eta_*)=0.4463\) at \(\eta_*=1.109\). The peak therefore lies at \(\mu_*-E_1=\eta_*k_BT\), and its height goes as \(T^{-1/2}\). Its half-height points are \(\eta=-1.09\) and \(\eta=6.84\), so its full width is \(7.93\,k_BT\).

The example is a cylindrical wire of radius \(R=6\) nm with \(m=0.05\,m_0\), where \(m_0\) is the free-electron mass, and two spins and one valley, so \(g=2\). At 300 K, \(k_BT=25.85\) meV and the density at the peak is 0.112 electrons per nm. The ideal peak heights at 77, 150, 300 and 400 K are 0.567, 0.406, 0.287 and 0.249 fF/µm. They were checked without \(F\), by summing occupations over the discrete wavevectors of a long periodic wire (the "k-sum") and differentiating in \(\mu\).

### Remark 3: upper subbands

The theorem concerns one subband, whereas a real wire has a ladder of them. For a cylinder with hard walls and the same mass for transverse motion, the transverse wavefunctions are \(J_l(\kappa r)e^{il\phi}\), where \(J_l\) is a Bessel function and \(l\) an integer. The wavefunction must vanish at \(r=R\), so \(\kappa R\) is a zero of \(J_l\). If \(j_l\) denotes the first positive zero,
\[
E_1=\frac{\hbar^2j_0^2}{2mR^2},\qquad
\Delta=\frac{\hbar^2(j_1^2-j_0^2)}{2mR^2}.
\]
Here \(E_1\) is measured from the bottom of the well, and \(\Delta\) is the gap to the next level. That level is a pair, \(l=\pm1\). The model gives \(E_1=122\) meV and \(\Delta=188\) meV.

At the chemical potential of the ideal one-subband peak, the pair adds the fraction
\[
\frac{2F(\eta_*-\Delta/k_BT)}{F(\eta_*)}
\simeq\frac{2e^{\eta_*-\Delta/k_BT}}{F(\eta_*)} .
\]
The approximation uses the dilute limit of \(F\) and holds when \(\Delta/k_BT-\eta_*\) is well above 1. The addition is 0.9% at 300 K and 5.6% at 400 K, relative to the one-subband value.

The peak height is thus nearly that of one subband at 300 K. Because the addition grows quickly with temperature, however, the local exponent of the first peak there is already about \(-0.43\) instead of \(-0.5\). The shape also differs from that of one subband. The ideal width at half height is \(7.93k_BT=205\) meV, which exceeds the gap. The upper half-height point would lie at \(6.84\times25.85\simeq177\) meV, a little less than 12 meV below the edge of the pair, where the pair is already filling. The falling side of the first peak therefore runs into the next rise.

With the pair included, the second peak is 2.45 times as high as the one-subband peak at 300 K. The two upper subbands together supply almost a factor 2, and the tail of the lowest subband supplies the rest. In a wire with several subbands, the law must be applied to the first local peak, not to the largest capacitance found over all \(\mu\). The temperature must also be low enough for such a peak to exist: if the next subbands fill too early, their rise outweighs the fall of the lowest one and no separate first peak remains. In this parabolic model the first peak is lost at about 400 K, so the 400 K height given earlier belongs to the ideal single subband only.

### Remark 4: nonparabolicity

In III-V conduction bands the mass rises with energy. A common one-parameter description, with energy measured from the subband edge, is
\[
\varepsilon(1+\alpha\varepsilon)=\frac{\hbar^2k^2}{2m}.
\]
Solving for \(k\) and differentiating gives
\[
\frac{dk}{d\varepsilon}
=\frac{\sqrt{2m}}{\hbar}\,
\frac{1+2\alpha\varepsilon}{2\sqrt{\varepsilon(1+\alpha\varepsilon)}} .
\]
Compared with the parabolic result, the density of states is multiplied by
\[
\frac{1+2\alpha\varepsilon}{\sqrt{1+\alpha\varepsilon}}
=1+\frac32\alpha\varepsilon+O(\alpha^2\varepsilon^2).
\]
The factor exceeds 1 for \(\varepsilon>0\), so the peak is raised. After scaling by \(k_BT\), the correction contains the number \(\alpha k_BT\). The peak function is then no longer independent of temperature, and exact scaling is lost.

For \(\alpha=1\ {\rm eV}^{-1}\), the peak rises by 1.2% at 77 K and by 4.7% at 300 K, relative to the parabolic peak at the same temperature. The change is nearly proportional to \(T\), as the leading term requires. Nonparabolicity also brings the upper subbands closer to the first, an effect left out of these numbers. It is not small. If the same relation is applied to the transverse levels, \(\varepsilon(1+\alpha\varepsilon)=188\) meV gives a gap of 162 meV. The first peak is then lost at about 320 K instead of 400 K, and its local exponent at 300 K is only about \(-0.2\).

### Remark 5: variation of the wire radius

Suppose that the radius varies slowly along the wire, so that each stretch has its own edge while all stretches share one chemical potential. Since \(E_1\propto R^{-2}\), a small change obeys
\[
\frac{\delta E_1}{E_1}=-2\frac{\delta R}{R}.
\]
An rms radius variation of 0.2 nm gives an rms edge variation
\[
\sigma=2\times122.4\times\frac{0.2}{6}=8.16\ {\rm meV}.
\]
The capacitance of the whole wire is then the average of the local capacitances. A Gaussian distribution of edges was used for the numbers below, with the local edges held fixed. Under a gate the variation is partly screened: a stretch with a lower edge holds more charge, which raises its edge, so the spread of \(\mu-E_1\) shrinks by roughly \(1/(1+C_Q/C_{\rm ox})\), with \(C_{\rm ox}\) the series capacitance of Remark 7. The reductions below are therefore unscreened values and overstate the effect of slow radius variation in a gated wire.

As \(T\to0\), the average at \(u=\mu-\langle E_1\rangle\) becomes
\[
\overline C(u)=e^2\int_0^\infty D(\varepsilon)\,P_\sigma(u-\varepsilon)\,d\varepsilon,
\qquad
P_\sigma(v)=\frac{e^{-v^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.
\]
The inverse-square-root singularity is integrable, so the result is finite. Measuring both energies in units of \(\sigma\) brings out a factor \(\sigma^{-1/2}\), which replaces the divergent \(T^{-1/2}\). The peak therefore saturates on cooling.

At 300 K the disorder lowers the peak by 1.0%. At 77 K it lowers it by 11%, from 0.567 to 0.504 fF/µm. At 10 K the ideal value is 1.57 fF/µm and the averaged value is 0.65 fF/µm, a reduction of 58%. For a single subband with this roughness, the inverse-square-root law is a good description at room temperature and a poor one at 10 K.

### Remark 6: finite lifetime

Scattering also broadens the edge. If the probability of remaining in a state decays as \(e^{-t/\tau}\), the amplitude decays as \(e^{-t/2\tau}\). The level is then a Lorentzian of half-width \(\Gamma=\hbar/(2\tau)\). Let \(w=\Gamma/k_BT\). The factor \(x^{-1/2}\), which vanishes below the edge, is replaced by
\[
\rho(x)=\int_0^\infty x'^{-1/2}\,
\frac{w/\pi}{(x'-x)^2+w^2}\,dx' .
\]
This integral can be done. Put \(z=x+iw\), and note that the Lorentzian is \((1/\pi)\,{\rm Im}\,[1/(x'-z)]\). With \(x'=s^2\),
\[
\int_0^\infty\frac{x'^{-1/2}}{x'-z}\,dx'
=\int_{-\infty}^{\infty}\frac{ds}{s^2-z}
=\frac{i\pi}{\sqrt z}.
\]
The last step closes the contour in the upper half-plane around the pole \(s=\sqrt z\), taking the root with positive imaginary part. The residue there is \(1/(2\sqrt z)\). Hence
\[
\rho(x)=\frac1\pi\,{\rm Im}\,\frac{i\pi}{\sqrt z}
={\rm Re}\,(x+iw)^{-1/2}.
\]
This is finite at \(x=0\). The energy integral now runs over all \(x\), because the broadened levels extend below the edge.

To size \(\Gamma\), take a mobility \(\mu_{\rm m}=5000\) cm²/Vs and use \(\tau=m\mu_{\rm m}/e=142\) fs. This gives \(\Gamma=2.3\) meV. The estimate is rough, because the time that governs mobility need not equal the lifetime of a state. With the mobility held fixed, the peak falls by 2.8% at 300 K and by 10% at 77 K, relative to the sharp-edge peak.

### Remark 7: the capacitance seen at a gate

A gate does not measure \(C_Q\) alone. Let the wire be surrounded by an oxide of thickness \(t=4\) nm and relative permittivity \(\epsilon_r=9\), with a metal gate outside. For a charge \(q\) per length on the wire, Gauss's law gives a field \(q/(2\pi\epsilon_0\epsilon_r r)\). Integrating it from \(R\) to \(R+t\) gives the voltage, and so
\[
C_{\rm ox}=\frac{2\pi\epsilon_0\epsilon_r}{\ln(1+t/R)}
=0.980\ {\rm fF}/\mu{\rm m}.
\]
This places the charge at the wire surface. In a real wire the charge lies inside, and the potential drop within the semiconductor lowers the series capacitance. For the hard-wall ground state and a wire permittivity of 15, the series value would be about 0.54 fF/µm. The numbers below keep the oxide part alone, so they overestimate the gate capacitance.

A gate-voltage change must supply both the rise of \(\mu\) relative to the edge and the electrostatic voltage:
\[
e\,dV_G=d(\mu-E_1)+\frac{e^2}{C_{\rm ox}}\,dn .
\]
Divide by \(e^2dn\). Since the gate capacitance is \(C_g=e\,dn/dV_G\),
\[
\frac1{C_g}=\frac1{C_Q}+\frac1{C_{\rm ox}} .
\]
At fixed \(C_{\rm ox}\), \(C_g\) increases with \(C_Q\), so both peak at the same \(\mu-E_1\). Their temperature dependences differ. From \(C_g=C_QC_{\rm ox}/(C_Q+C_{\rm ox})\),
\[
\frac{d\ln C_g}{d\ln C_Q}
=1-\frac{C_Q}{C_Q+C_{\rm ox}}
=\frac{C_{\rm ox}}{C_Q+C_{\rm ox}},
\]
and therefore, following the peak,
\[
\frac{d\ln C_g^{\rm peak}}{d\ln T}
=-\frac12\,\frac{C_{\rm ox}}{C_Q^{\rm peak}+C_{\rm ox}} .
\]
The exponent approaches \(-1/2\) when \(C_Q\ll C_{\rm ox}\), and zero when \(C_Q\gg C_{\rm ox}\).

For the example, the gate peak is 0.222 fF/µm at 300 K and 0.359 fF/µm at 77 K. Their ratio is 1.62, whereas the ratio of the quantum capacitances is \(\sqrt{300/77}=1.97\). The mean exponent over this interval is \(-0.35\). To test the inverse-square-root law with a gate, the whole series electrostatic capacitance must first be removed, including the part that comes from inside the wire.

The oxide field from the mobile charge at the 300 K peak is \(en/(2\pi\epsilon_0\epsilon_rR)=0.06\) MV/cm at the wire surface. Breakdown fields of good gate oxides are roughly several MV/cm, so breakdown does not limit access to this peak.

### Remark 8: exchange between electrons

The electrostatic term above counts the mean repulsion between all electrons. Electrons of the same spin avoid one another because their joint wavefunction vanishes when their positions coincide. A rough estimate treats the interaction as a contact repulsion of strength \(V_0=e^2/C_{\rm ox}\) along the wire.

The electrostatic energy per length is \(V_0n^2/2\). In mean field, a contact repulsion acts between opposite spins and costs
\[
V_0n_\uparrow n_\downarrow=\frac{V_0n^2}{4}
\quad\text{for}\quad n_\uparrow=n_\downarrow=\frac n2 .
\]
The exchange energy is the difference, \(-V_0n^2/4\). Its derivative shifts the chemical potential by \(-V_0n/2\). A second derivative, divided by \(e^2\), changes the inverse capacitance:
\[
\frac1{C_Q'}=\frac1{C_Q}-\frac1{2C_{\rm ox}} .
\]
Here \(C_Q'\) includes exchange and \(C_Q\) does not. The formula applies to two spins and one valley while the right side is positive.

It raises the peak \(C_Q\) by 17% at 300 K and by 41% at 77 K, relative to independent electrons. These are sizes, not predictions. The mean spacing at the 300 K peak is \(1/0.112\simeq9\) nm, similar to the 10 nm from the wire axis to the gate, so the contact limit is not well satisfied. A finite range of the interaction weakens exchange, while the repulsion inside the wire, which \(C_{\rm ox}\) leaves out, strengthens it. The contact values can therefore be too large or too small. Correlation beyond mean field is also omitted. Even so, among the corrections to the first peak of \(C_Q\) itself, this is the largest estimated here at both temperatures, and it does not share the \(T^{-1/2}\) scaling.

### The model beside real devices

The parameters lie in the rough regime of thin InAs-like III-V wires with a gate all around. The mass is above the bulk band-edge mass of InAs, roughly 0.02 to 0.03 \(m_0\), as expected when confinement raises the electron energy in a nonparabolic band. A diameter of 12 nm is thin for a grown nanowire; many are several tens of nanometres across. In the hard-wall model \(\Delta\propto1/(mR^2)\), so a wider wire of the same mass needs a lower temperature to keep the upper subbands empty. Even at this diameter, nonparabolicity narrows the gap enough that the first peak barely survives at 300 K and does not follow \(T^{-1/2}\) there (Remark 4). Silicon and germanium fins have several valleys, whose different confinement masses can give different edges. The formula then applies to each group of valleys with the same edge and the same mass along the wire, and the contributions add.

Real devices break the assumption of a sharp edge. For the stated roughness this lowers the 77 K peak by 11% when the edge variation is unscreened, and by roughly half that or less under the gate of Remark 7. For the stated mobility, lifetime broadening lowers it by 10%. The two were computed separately. They also break the assumption of independent electrons, with the larger and less certain effect estimated in Remark 8. Interface traps and stray capacitance can add to a measured signal and are not included. The value 0.287 fF/µm at 300 K is therefore the independent-electron result of this model, not a device forecast.

## Numbers as computed

```
mass = 0.05 m0, g = 2, radius = 6.0 nm
oxide: thickness 4.0 nm, relative permittivity 9.0
eta* = 1.10895, F(eta*) = 0.44629, F(0) = 0.38010
half-height eta: -1.093 and 6.840; width 7.933
T=77 K: kT=6.635 meV, lambda=37.988 nm, mu*-E1=7.358 meV
  k-sum peak C_Q=0.56735 fF/um, C_Q*sqrt(T/300 K)=0.28743 fF/um
T=150 K: kT=12.926 meV, lambda=27.218 nm, mu*-E1=14.334 meV
  k-sum peak C_Q=0.40649 fF/um, C_Q*sqrt(T/300 K)=0.28743 fF/um
T=300 K: kT=25.852 meV, lambda=19.246 nm, mu*-E1=28.669 meV
  k-sum peak C_Q=0.28743 fF/um, C_Q*sqrt(T/300 K)=0.28743 fF/um
T=400 K: kT=34.469 meV, lambda=16.667 nm, mu*-E1=38.225 meV
  k-sum peak C_Q=0.24892 fF/um, C_Q*sqrt(T/300 K)=0.28743 fF/um
fitted temperature exponent of k-sum peaks = -0.500000
C_Q prefactor at 300 K = 0.64404 fF/um
peak width at 300 K = 205.09 meV
density at 300 K peak = 0.11178 1/nm
confinement energy E1 = 122.41 meV, gap = 188.36 meV
upper pair adds at first peak, 300 K: 0.928 %
upper pair adds at first peak, 400 K: 5.649 %
second / first peak height at 300 K = 2.447
nonparabolicity = 1.0 1/eV
  peak change at 77 K: +1.20 %
  peak change at 300 K: +4.65 %
rms radius variation 0.2 nm -> edge rms 8.161 meV
  10 K: ideal 1.5743, rough 0.6545 fF/um (-58.43 %)
  77 K: ideal 0.5673, rough 0.5043 fF/um (-11.11 %)
  300 K: ideal 0.2874, rough 0.2845 fF/um (-1.01 %)
mobility 5000 cm2/Vs: tau = 142.1 fs, half-width = 2.315 meV
  peak change at 77 K: -9.97 %
  peak change at 300 K: -2.80 %
oxide capacitance = 0.98016 fF/um
  77 K: gate peak = 0.35935 fF/um, exchange estimate on C_Q = +40.7 %
  300 K: gate peak = 0.22226 fF/um, exchange estimate on C_Q = +17.2 %
77 K / 300 K peak ratio: C_Q 1.9739, gate 1.6168
gate exponent, 77 to 300 K = -0.3533
oxide field at wire surface, 300 K peak = 0.0596 MV/cm
```
